# Potentials of Shell, Sphere and Gaussian Nuclei with a Common RMS Radius

Suppose the charge of a nucleus is known to have a root-mean-square radius of 5 fm, and a calculation models the nucleus as a uniform sphere of radius 5 fm. The sphere is then too small: all of its charge lies inside the surface, so its rms radius is less than 5 fm, by the factor $\sqrt{3/5}$ derived below. For a single electron bound to a nucleus of charge 50, the change in the Dirac 1s energy due to nuclear size comes out 38% smaller than for a sphere with the stated rms radius. Two calculations with different nuclear shapes can be compared only after their size parameters have been tied to the same property of the charge. This requires the potential of each shape and a rule that fixes its parameter.

Hartree atomic units are used: lengths are in bohr, energies in hartree, and the electron has charge $-1$. The nucleus is static and spherical, with charge density $\rho(r)$ and total charge $Z$. Its magnetic structure and its polarization by the electron are left out. The potential energy of an electron at $\mathbf r$ is

$$V(r)=-\int\frac{\rho(s)}{|\mathbf r-\mathbf s|}\,d^3s .$$

Since $\rho$ depends only on the distance $s$, the factor $1/|\mathbf r-\mathbf s|$ can first be averaged over the directions of $\mathbf s$. Let $\mu$ be the cosine of the angle between $\mathbf r$ and $\mathbf s$. All values of $\mu$ from $-1$ to $1$ are equally likely, so the average is

$$\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r^2+s^2-2rs\mu}}
=\left[-\frac{\sqrt{r^2+s^2-2rs\mu}}{2rs}\right]_{-1}^{1}
=\frac{(r+s)-|r-s|}{2rs}.$$

The numerator is $2s$ if $s<r$ and $2r$ if $s>r$. The average is therefore $1/r$ in the first case and $1/s$ in the second, that is, one over the larger distance. With the volume element $4\pi s^2ds$,

$$V(r)=-\frac{4\pi}{r}\int_0^r\rho(s)s^2\,ds-4\pi\int_r^\infty\rho(s)s\,ds. \tag{1}$$

Charge inside radius $r$ acts as if it sat at the center. Each layer outside $r$ adds a constant to the potential and exerts no force. Beyond all the charge, $V=-Z/r$ for every shape.

For a thin shell of radius $R_s$, all the charge is at $s=R_s$, and the average just found gives at once

$$V_{\rm shell}(r)=\begin{cases}-Z/R_s,& r<R_s,\\ -Z/r,& r\ge R_s.\end{cases}$$

The potential is continuous, but its slope jumps from $0$ to $Z/R_s^2$ at the shell.

For a uniform sphere of radius $R$, the density is $\rho=3Z/(4\pi R^3)$ inside and zero outside. At $r<R$ the two parts of (1) are

$$-\frac{4\pi}{r}\,\frac{3Z}{4\pi R^3}\,\frac{r^3}{3}=-\frac{Zr^2}{R^3},
\qquad
-4\pi\,\frac{3Z}{4\pi R^3}\,\frac{R^2-r^2}{2}=-\frac{3Z(R^2-r^2)}{2R^3}.$$

Their sum is $-Z(3R^2-r^2)/(2R^3)$, so

$$V_{\rm sphere}(r)=\begin{cases}-\dfrac{Z}{2R}\left(3-\dfrac{r^2}{R^2}\right),& r<R,\\[2mm] -Z/r,& r\ge R.\end{cases}$$

At $r=R$ both expressions give $-Z/R$. The inner slope $Zr/R^3$ and the outer slope $Z/r^2$ both become $Z/R^2$, so the force is continuous too.

For the Gaussian nucleus, write $\rho(s)=Ne^{-\xi s^2}$. Three integrals are needed. The first is the standard one, and each of the others is minus the derivative of its predecessor with respect to $\xi$:

$$\int_0^\infty e^{-\xi s^2}ds=\frac{\sqrt\pi}{2\xi^{1/2}},\quad
\int_0^\infty s^2e^{-\xi s^2}ds=\frac{\sqrt\pi}{4\xi^{3/2}},\quad
\int_0^\infty s^4e^{-\xi s^2}ds=\frac{3\sqrt\pi}{8\xi^{5/2}}.$$

The total charge is $4\pi N\sqrt\pi/(4\xi^{3/2})=N(\pi/\xi)^{3/2}$. Setting it equal to $Z$ gives $N=Z(\xi/\pi)^{3/2}$.

The inner integral in (1) is done by parts, with $s\,e^{-\xi s^2}$ as the derivative of $-e^{-\xi s^2}/(2\xi)$:

$$\int_0^r s^2e^{-\xi s^2}ds=-\frac{r e^{-\xi r^2}}{2\xi}+\frac1{2\xi}\int_0^r e^{-\xi s^2}ds
=-\frac{r e^{-\xi r^2}}{2\xi}+\frac{\sqrt\pi}{4\xi^{3/2}}\,\mathrm{erf}(\sqrt\xi\,r).$$

Here $\mathrm{erf}(x)=(2/\sqrt\pi)\int_0^x e^{-t^2}dt$, and $t=\sqrt\xi\,s$ was substituted. The outer integral is $\int_r^\infty s e^{-\xi s^2}ds=e^{-\xi r^2}/(2\xi)$. When the inner result is divided by $r$ and the outer one added, the exponentials cancel:

$$V_{\rm Gauss}(r)=-4\pi N\,\frac{\sqrt\pi}{4\xi^{3/2}}\,\frac{\mathrm{erf}(\sqrt\xi\,r)}{r}
=-\frac{Z\,\mathrm{erf}(\sqrt\xi\,r)}{r}.$$

At large $r$ the error function tends to 1 and the point-charge potential returns. At small $x$, integrating the series of $e^{-t^2}$ gives $\mathrm{erf}(x)=(2/\sqrt\pi)(x-x^3/3+\dots)$, so

$$V_{\rm Gauss}(r)=-2Z\sqrt{\frac{\xi}{\pi}}\left(1-\frac{\xi r^2}{3}+\dots\right).$$

The potential is finite at the center and smooth everywhere.

The size parameters are now fixed by the rms radius $a=r_{\rm rms}$, defined by

$$a^2=\langle r^2\rangle=\frac1Z\int r^2\rho\,d^3r .$$

On the shell every charge element is at $R_s$, so $\langle r^2\rangle=R_s^2$. For the other two,

$$\langle r^2\rangle_{\rm sphere}=\frac{3}{R^3}\int_0^R r^4dr=\frac35R^2,\qquad
\langle r^2\rangle_{\rm Gauss}=4\pi\left(\frac\xi\pi\right)^{3/2}\frac{3\sqrt\pi}{8\xi^{5/2}}=\frac{3}{2\xi}.$$

Equating each to $a^2$ gives

$$\boxed{R_s=a,\qquad R=\sqrt{\tfrac53}\,a,\qquad \xi=\frac{3}{2a^2}.}$$

As an example, take a one-electron ion with the round model values $Z=50$ and $a=5$ fm $=9.4486\times10^{-5}$ bohr. The sphere radius is $1.29099\times5$ fm $=6.455$ fm. The Gaussian exponent is $1.5/(9.4486\times10^{-5})^2=1.680\times10^8$ bohr$^{-2}$. The potentials, in units of $10^5$ hartree, are:

| $r$ | shell | sphere | Gaussian |
|---|---:|---:|---:|
| $0$ | $-5.292$ | $-6.148$ | $-7.313$ |
| $a$ | $-5.292$ | $-4.919$ | $-4.851$ |
| $2a$ | $-2.646$ | $-2.646$ | $-2.644$ |

The Gaussian has the most charge close to the center and the deepest potential there. At $r=a$ it is the shallowest of the three, and at $2a$ a little of its charge still lies farther out. A common rms radius thus does not make the potentials equal. What it does make nearly equal is their effect on an electron whose density hardly varies across the nucleus.

To see this, compare $V$ with the point-nucleus potential through $\delta V=V+Z/r$. Writing $Z=4\pi\int_0^\infty\rho s^2ds$ and using (1), the contributions from $s<r$ cancel, leaving

$$\delta V(r)=4\pi\int_r^\infty\rho(s)s^2\left(\frac1r-\frac1s\right)ds .$$

This is never negative: spreading the charge weakens the binding. Multiply by $r^k$, with $k\ge0$, and integrate over all space. For a given $s$, the distance $r$ runs from $0$ to $s$, so interchanging the order of integration gives

$$\int r^k\,\delta V\,d^3r
=4\pi\int_0^\infty 4\pi\rho s^2\left[\int_0^s\left(r^{k+1}-\frac{r^{k+2}}{s}\right)dr\right]ds .$$

The bracket is $s^{k+2}[1/(k+2)-1/(k+3)]=s^{k+2}/[(k+2)(k+3)]$. Therefore

$$\int r^k\,\delta V\,d^3r=\frac{4\pi Z\,\langle r^{k+2}\rangle}{(k+2)(k+3)}. \tag{2}$$

In nonrelativistic first-order perturbation theory the energy shift is $\int|\psi|^2\delta V\,d^3r$, where $\psi$ is the point-nucleus state. For an s state, $|\psi|^2$ is close to $|\psi(0)|^2$ throughout the nucleus, and (2) with $k=0$ gives

$$\Delta E\approx\frac{2\pi}{3}Z|\psi(0)|^2a^2 .$$

At this order the shape enters through $a$ alone, which is the reason for matching this moment. A nonrelativistic p state is different. Its density near the center grows as $r^2$, so $k=2$ applies and the shift depends on $\langle r^4\rangle$, which the matching leaves unequal.

For the 1s state, $|\psi|^2=(Z^3/\pi)e^{-2Zr}=(Z^3/\pi)(1-2Zr+\dots)$. Equation (2) with $k=0$ and $k=1$ gives

$$\Delta E^{(1)}=\frac{Z^3}{\pi}\left[\frac{2\pi}{3}Za^2-2Z\,\frac{\pi}{3}Z\langle r^3\rangle+\dots\right]
=\frac23Z^4a^2-\frac23Z^5\langle r^3\rangle+\dots$$

The common leading term is $\frac23(50)^4(9.4486\times10^{-5})^2=0.03720$ hartree. The next term is smaller by the factor $Z\langle r^3\rangle/a^2$. The third moment is $a^3$ for the shell. For the sphere it is $(3/R^3)(R^6/6)=R^3/2=1.076\,a^3$. For the Gaussian, the substitution $w=s^2$ gives $\int_0^\infty s^5e^{-\xi s^2}ds=\frac12\int_0^\infty w^2e^{-\xi w}dw=1/\xi^3$, hence $\langle r^3\rangle=4/(\sqrt\pi\,\xi^{3/2})=1.228\,a^3$. With $Za=0.00472$, the reductions are about 0.5 to 0.6%. Numerical integration with the full exponential gives 0.03702, 0.03701 and 0.03698 hartree for shell, sphere and Gaussian.

These are first-order values. Inside the nucleus the wavefunction itself changes by a relative amount of order $|V|a^2\sim Za$, so second-order theory contributes at the same relative order as the third moment. The small differences among the three numbers are therefore not the complete nonrelativistic differences between the models.

At $Z=50$ the electron must be treated with the Dirac equation. With energy $E$ measured from the rest energy and $c=137.036$, the large and small radial functions $P$ and $Q$ of an $s_{1/2}$ state obey

$$P'=\frac Pr+\left(2c+\frac{E-V}{c}\right)Q,\qquad Q'=-\frac Qr-\frac{E-V}{c}P .$$

The ratio $u=cQ/P$ has derivative $u'=cQ'/P-uP'/P$, which gives a single equation:

$$u'=-\frac{2u}{r}-(E-V)-\left(2+\frac{E-V}{c^2}\right)u^2. \tag{3}$$

For a point nucleus, $V=-Z/r$, try a constant $u=u_0$. The terms in $1/r$ and the remaining terms must vanish separately:

$$2u_0+Z+\frac{Z}{c^2}u_0^2=0,\qquad E+\left(2+\frac{E}{c^2}\right)u_0^2=0 .$$

With $g=\sqrt{1-Z^2/c^2}$, the root that joins the nonrelativistic 1s state is $u_0=-(c^2/Z)(1-g)=-Z/(1+g)$. The first condition gives $1+u_0^2/c^2=-2u_0/Z$, and the second then gives $E_0=-2u_0^2/(1+u_0^2/c^2)=Zu_0=-Z^2/(1+g)$. Here $g=0.93106$ and $E_0=-1294.63$ hartree. Inserting $u_0$ into the equation for $P'$ gives $P_0'/P_0=g/r-Z$, so $P_0=r^ge^{-Zr}$. The density, proportional to $(P_0^2+Q_0^2)/r^2$, varies as $r^{2g-2}$ near the center and diverges there. There is no finite $|\psi(0)|^2$, so the argument for $a^2$ no longer applies as it stands.

How the shift depends on nuclear size can still be found. Let $P,Q,E$ belong to the finite nucleus and $P_0,Q_0,E_0$ to the point nucleus. Outside the nuclear charge both see $V=-Z/r$. Differentiating $PQ_0-QP_0$ with the radial equations, the terms in $1/r$, $2c$ and $V$ cancel, and

$$(PQ_0-QP_0)'=\frac{E-E_0}{c}\,(PP_0+QQ_0).$$

Integrate from a radius $r_m$ at the edge of the charge to infinity, where all the functions vanish. The Gaussian has no edge, and $r_m$ is then taken where the charge left outside is negligible. Since $Q=uP/c$,

$$E-E_0=\frac{P(r_m)P_0(r_m)\,[u(r_m)-u_0]}{\int_{r_m}^\infty(PP_0+QQ_0)\,dr}. \tag{4}$$

Now take one shape and scale its size, $V=-(Z/R)\,v(r/R)$, where $R$ is its length parameter. In and near a small, highly charged nucleus, $E$ is negligible beside $V$, and 2 is small beside $|V|/c^2$. In the example the latter is about $5.29\times10^5/137.036^2\approx28$. More generally, $|u|$ is at most of order $Z$, so the dropped terms $E$ and $2u^2$ are of order $Z^2$ and are small beside $|V|\sim Z/R$ whenever $ZR\ll1$, also for light nuclei. With $t=r/R$, equation (3) becomes

$$\frac{du}{dt}=-\frac{2u}{t}-Zv(t)\left(1+\frac{u^2}{c^2}\right),$$

from which $R$ has disappeared. Hence $u(r_m)$ does not depend on $R$ if $r_m/R$ is fixed. In the same approximation $P$ is a function of $t$ times a constant. Outside the charge, $v=1/t$ and the constant $u_0$ solves this equation. A small departure $\delta=u-u_0$ obeys $d\delta/dt=-(2/t)(1+Zu_0/c^2)\,\delta=-2g\,\delta/t$ and dies away as $t^{-2g}$. Several nuclear radii out, $P$ therefore grows as $t^g$ and must join the point-nucleus behavior $r^g=R^gt^g$. This makes the constant, and with it $P(r_m)$, proportional to $R^g$, as is $P_0(r_m)$. The denominator of (4) tends to a constant as $R\to0$. Therefore

$$E-E_0\propto R^{2g}\qquad\left(Z<c,\; ZR\ll1,\; (ZR)^{2g}\ll1\right).$$

The last condition requires the departure $\delta$ to have died away well before $r$ reaches the orbital size $1/Z$. It is hard to meet when $Z$ is close to $c$ and $g$ is small: for a uniform sphere with $Z=136$ and $R=10^{-5}$ bohr the effective power is 0.29, while $2g=0.25$.

The power is 2 only in the limit $Z/c\to0$. The coefficient depends on the shape, and nothing in this argument makes it the same for shapes with equal $\langle r^2\rangle$. How close the matched models come must be computed.

For this, (3) was integrated numerically with a Runge–Kutta method. Near the center, where $u$ is small, its solution is $u=-[E-V(0)]r/3$, which starts the outward integration. The inward integration starts from $u_0$ at $r=20/Z$, far out in the decaying tail, where a small error in the starting value dies away on the way in. The energy was varied until the two values of $u$ agreed at a radius where the potential had become $-Z/r$. The shifts from the point-nucleus energy are

$$\begin{aligned}
\text{shell:}\quad &0.0824\ \text{hartree}=2.242\ \text{eV},\\
\text{sphere:}\quad &0.0823\ \text{hartree}=2.238\ \text{eV},\\
\text{Gaussian:}\quad &0.0819\ \text{hartree}=2.228\ \text{eV}.
\end{aligned}$$

They are about 2.2 times the first-order nonrelativistic values. The largest and smallest differ by 0.64% of the sphere's shift, although the central potentials of shell and Gaussian differ by 38% of the shell's value. For this ion, choosing among the matched shapes matters little.

Mistaking the rms radius for the sphere radius matters much more. The sphere with $R=a$ gives 0.0512 hartree, which is 0.623 times the shift of the matched sphere. From these two spheres the effective power of the radius is

$$\frac{\ln(0.082253/0.051218)}{\ln 1.29099}=1.855,$$

close to the limiting value $2g=1.862$ and distinctly below 2. With this power, a change of $0.64\%/1.86\approx0.35\%$ in the rms radius, about 0.017 fm, moves the shift by as much as the spread among the three shapes.

These energies describe one electron in a fixed model potential. Nuclear recoil, quantum-electrodynamic corrections and, in an atom with more electrons, their mutual repulsion must be added separately. The rms condition also does not fix the higher moments of the charge, as the three values of $\langle r^3\rangle$ show. Where an energy difference of the size of the spread found here matters, the nuclear shape has to be specified along with its rms radius.
